# Which determinants can start a Kohn-Sham evolution of two electrons?: test program

```python
"""
Result under test: a Kohn-Sham determinant can follow a given density only if
it has the right density n AND the right rate dn/dt at the initial time.
Two different determinants satisfy both conditions for two electrons on a line:
  A: phi = sqrt(n/2) exp(i alpha), occupied with spin up and spin down
  B: phi_pm = sqrt(n/2) exp(i (alpha +- theta)), one spin up, one spin down
with alpha' = m j/(hbar n), theta = (pi/2)(N - 1), N(x) = integral of n up to x,
and j the particle current. Their initial potentials must differ by
  v_B - v_A = -(3 pi^2 hbar^2 / 8 m) n^2   (up to a constant).
Working units: nm, fs, eV. The Gaussian-unit e^2 is expressed in eV nm.
"""
import numpy as np
from scipy import constants as const
from scipy.interpolate import CubicSpline

hbar = const.hbar / const.e * 1e15                       # eV fs
mass = const.m_e / const.e * 1e12                        # eV fs^2 / nm^2
e2 = const.e / (4 * np.pi * const.epsilon_0) * 1e9       # eV nm
b, u, soft = 0.1, 0.5, 0.05                              # nm, nm/fs, nm
length, points = 1.6, 192
dx = length / points
x = (np.arange(points) - points // 2) * dx
k = 2 * np.pi * np.fft.fftfreq(points, dx)
step = 1e-4                                              # fs

kinetic = np.fft.ifft((hbar**2 * k**2 / (2 * mass))[:, None]
                      * np.fft.fft(np.eye(points), axis=0), axis=0).real
kinetic = (kinetic + kinetic.T) / 2


def gauss(y, width):
    return np.exp(-(y / width)**2) / (np.sqrt(np.pi) * width)


def breathing(t):
    return 2 * gauss(x, b + u * t)


def two_bumps(t):
    return (1.2 * gauss(x + 0.7 * b - 0.5 * t, b)
            + 0.8 * gauss(x - 0.8 * b + 0.3 * t, b))


def make_orbitals(n, j):
    """Orbital of A, the two orbitals of B, and the phases alpha and theta."""
    alpha = CubicSpline(x, mass * j / (hbar * n)).antiderivative()(x)
    alpha -= alpha[points // 2]
    theta = np.pi / 2 * (CubicSpline(x, n).antiderivative()(x) - 1)
    root = np.sqrt(n / 2)
    return (root * np.exp(1j * alpha), root * np.exp(1j * (alpha + theta)),
            root * np.exp(1j * (alpha - theta)), alpha, theta)


def density_path(orbitals, potential):
    """Return the function t -> density, by exact diagonalization on the grid."""
    energy, vec = np.linalg.eigh(kinetic + np.diag(potential))
    coeff = vec.T @ np.array(orbitals).T

    def density(t):
        moved = vec @ (np.exp(-1j * energy * t / hbar)[:, None] * coeff)
        return np.sum(abs(moved)**2, axis=1)
    return density


def forward_rate(density):
    return (-3 * density(0) + 4 * density(step) - density(2 * step)) / (2 * step)


def second_rate(density):
    def central(h):
        return (density(h) - 2 * density(0) + density(-h)) / h**2
    return (4 * central(step) - central(2 * step)) / 3


def inner(f, g):
    return np.sum(f.conj() * g) * dx


def kinetic_energy(orbitals):
    return sum(inner(f, kinetic @ f).real for f in orbitals)


def relative_error(value, target):
    return np.max(abs(value - target)) / np.max(abs(target))


harmonic = hbar**2 * x**2 / (2 * mass * b**4)
steep = 200 * x + 30 * np.exp(-(x / b - 1)**2)
potentials = {"zero": 0 * x, "harmonic": harmonic, "steep": steep}
j_breathing = breathing(0) * u * x / b
j_bumps = (1.2 * 0.5 * gauss(x + 0.7 * b, b)
           - 0.8 * 0.3 * gauss(x - 0.8 * b, b))

results = {}
for name, family, current in (("breathing", breathing, j_breathing),
                              ("bumps", two_bumps, j_bumps)):
    n = family(0)
    target_rate = (family(step) - family(-step)) / (2 * step)
    phi, plus, minus, alpha, theta = make_orbitals(n, current)
    det_a, det_b, real_det = [phi, phi], [plus, minus], [abs(phi), abs(phi)]
    # Orthonormality of the orbitals and overlap of the determinants
    assert abs(inner(phi, phi) - 1) < 1e-8
    assert abs(inner(plus, plus) - 1) < 1e-8
    assert abs(inner(plus, minus)) < 1e-5
    overlap = inner(phi, plus) * inner(phi, minus)
    assert abs(overlap - 4 / np.pi**2) < 1e-5
    # The initial rate is right for A and B and wrong for the real orbital,
    # whatever the potential
    rates = {}
    for label, pot in potentials.items():
        rate_a = forward_rate(density_path(det_a, pot))
        rate_b = forward_rate(density_path(det_b, pot))
        rate_real = forward_rate(density_path(real_det, pot))
        assert relative_error(rate_a, target_rate) < 2e-3
        assert relative_error(rate_b, target_rate) < 2e-3
        assert np.max(abs(rate_real)) < 2e-3 * np.max(abs(target_rate))
        rates[label] = (rate_a, rate_b, rate_real)
    # Kinetic energies
    t_a, t_b = kinetic_energy(det_a), kinetic_energy(det_b)
    t_gap = np.pi**2 * hbar**2 / (8 * mass) * np.sum(n**3) * dx
    assert abs(t_b - t_a - t_gap) < 1e-4 * t_gap
    # Potential difference, judged by the second time derivative of the density
    delta_v = -3 * np.pi**2 * hbar**2 / (8 * mass) * n**2
    acc_a = second_rate(density_path(det_a, harmonic))
    acc_b = second_rate(density_path(det_b, harmonic + delta_v))
    acc_b_same = second_rate(density_path(det_b, harmonic))
    assert relative_error(acc_b, acc_a) < 2e-3
    assert relative_error(acc_b_same, acc_a) > 0.1
    results[name] = dict(n=n, rate=target_rate, alpha=alpha, theta=theta,
                         overlap=overlap, ortho=abs(inner(plus, minus)),
                         rates=rates, t_a=t_a, t_b=t_b, t_gap=t_gap,
                         delta_v=delta_v, acc=(acc_a, acc_b, acc_b_same))

# Correlated two-electron singlet with the breathing density and current
g = results["breathing"]
x1, x2 = np.meshgrid(x, x, indexing="ij")
psi = np.exp(-(x1 + x2)**2 / (4 * 0.8 * b**2) - (x1 - x2)**2 / (4 * 1.2 * b**2)
             + 1j * mass * u * (x1**2 + x2**2) / (2 * hbar * b))
psi /= np.sqrt(np.sum(abs(psi)**2)) * dx
energy_k = hbar**2 * (k[:, None]**2 + k[None, :]**2) / (2 * mass)


def interacting_path(charge2):
    """Density after one symmetric split step; charge2 is e^2 or zero."""
    pot = (harmonic[:, None] + harmonic[None, :]
           + charge2 / np.sqrt((x1 - x2)**2 + soft**2))

    def density(t):
        half = np.exp(-1j * pot * t / (2 * hbar))
        moved = np.fft.fft2(half * psi) * np.exp(-1j * energy_k * t / hbar)
        moved = half * np.fft.ifft2(moved)
        return 2 * np.sum(abs(moved)**2, axis=1) * dx
    return density


with_coulomb, without_coulomb = interacting_path(e2), interacting_path(0.0)
assert relative_error(with_coulomb(0), g["n"]) < 1e-8
rate_int, rate_free = forward_rate(with_coulomb), forward_rate(without_coulomb)
assert relative_error(rate_int, g["rate"]) < 2e-3
assert relative_error(rate_free, g["rate"]) < 2e-3

# Closed forms for the Gaussian example against the grid values
unit = hbar**2 / (mass * b**2)
assert abs(g["t_a"] - (unit / 2 + mass * u**2 / 2)) < 1e-4
assert abs(g["t_gap"] - np.pi * unit / np.sqrt(3)) < 1e-6
mid = points // 2
assert abs(g["delta_v"][mid] + 1.5 * np.pi * unit) < 1e-6

print(f"width b = {b:.3f} nm; growth rate u = {u:.3f} nm/fs")
print(f"softening a = {soft:.3f} nm; e^2 = {e2:.5f} eV nm")
print(f"hbar/m = {hbar/mass:.6f} nm^2/fs; hbar^2/(m b^2) = {unit:.4f} eV")
print("Prescribed density and phases (breathing Gaussian):")
for pos in (0.0, 0.05, 0.1):
    i = mid + int(round(pos / dx))
    print(f" x = {pos:.2f} nm: n = {g['n'][i]:.4f} 1/nm, "
          f"j = {j_breathing[i]:.4f} 1/fs, dn/dt = {g['rate'][i]:.3f} 1/(nm fs)")
    print(f"   alpha = {g['alpha'][i]:.4f} rad, theta = {g['theta'][i]:.4f} rad, "
          f"v_B-v_A = {g['delta_v'][i]:.3f} eV")
print("Initial dn/dt at x = 0 from propagation, in 1/(nm fs):")
print(f" interacting, with Coulomb term: {rate_int[mid]:.3f}")
print(f" same state, Coulomb term off:   {rate_free[mid]:.3f}")
for label, (ra, rb, rr) in g["rates"].items():
    print(f" {label} potential: A {ra[mid]:.3f}, B {rb[mid]:.3f}, "
          f"real orbital {abs(rr[mid]):.3f}")
print(f"Determinant overlap <A|B> = {g['overlap'].real:.5f}; "
      f"4/pi^2 = {4/np.pi**2:.5f}")
print(f"|<phi_+|phi_->| is below 1e-5: {g['ortho'] < 1e-5}")
print(f"Kinetic energy of A = {g['t_a']:.4f} eV")
print(f"Kinetic energy of B = {g['t_b']:.4f} eV")
print(f"Difference from the n^3 formula = {g['t_gap']:.4f} eV")
print("Second time derivative of n at x = 0, in 1/(nm fs^2):")
print(f" A in harmonic potential:             {g['acc'][0][mid]:.1f}")
print(f" B in harmonic potential + (v_B-v_A): {g['acc'][1][mid]:.1f}")
print(f" B in harmonic potential alone:       {g['acc'][2][mid]:.1f}")
q = results["bumps"]
print("Asymmetric two-bump density:")
print(f" overlap <A|B> = {q['overlap'].real:.5f}")
print(f" T_B - T_A = {q['t_b']-q['t_a']:.4f} eV; formula {q['t_gap']:.4f} eV")
print("OK")
```

Running it gives:

```
width b = 0.100 nm; growth rate u = 0.500 nm/fs
softening a = 0.050 nm; e^2 = 1.43996 eV nm
hbar/m = 0.115768 nm^2/fs; hbar^2/(m b^2) = 7.6200 eV
Prescribed density and phases (breathing Gaussian):
 x = 0.00 nm: n = 11.2838 1/nm, j = 0.0000 1/fs, dn/dt = -56.419 1/(nm fs)
   alpha = 0.0000 rad, theta = 0.0000 rad, v_B-v_A = -35.908 eV
 x = 0.05 nm: n = 8.7878 1/nm, j = 2.1970 1/fs, dn/dt = -21.970 1/(nm fs)
   alpha = 0.0540 rad, theta = 0.8176 rad, v_B-v_A = -21.779 eV
 x = 0.10 nm: n = 4.1511 1/nm, j = 2.0755 1/fs, dn/dt = 20.755 1/(nm fs)
   alpha = 0.2159 rad, theta = 1.3237 rad, v_B-v_A = -4.860 eV
Initial dn/dt at x = 0 from propagation, in 1/(nm fs):
 interacting, with Coulomb term: -56.419
 same state, Coulomb term off:   -56.419
 zero potential: A -56.419, B -56.424, real orbital 0.000
 harmonic potential: A -56.419, B -56.424, real orbital 0.000
 steep potential: A -56.419, B -56.423, real orbital 0.000
Determinant overlap <A|B> = 0.40528; 4/pi^2 = 0.40528
|<phi_+|phi_->| is below 1e-5: True
Kinetic energy of A = 4.5207 eV
Kinetic energy of B = 18.3418 eV
Difference from the n^3 formula = 13.8211 eV
Second time derivative of n at x = 0, in 1/(nm fs^2):
 A in harmonic potential:             564.2
 B in harmonic potential + (v_B-v_A): 564.3
 B in harmonic potential alone:       -27941.3
Asymmetric two-bump density:
 overlap <A|B> = 0.40528
 T_B - T_A = 6.0903 eV; formula 6.0903 eV
OK
```
